**Multipass zone refining at partition coefficients 0.8 and $10^{-5}$**

The program studies the relative front-end concentration $C_n(0)/C_0=(1-k)\sum_{j>n}(j-n)b_j$, with $b_j=e^{-kj}(kj)^{j-1}/j!$. Here $k$ is the solid-to-liquid partition coefficient, $n$ the number of passes and $C_0$ the initial concentration. A slice-by-slice solute balance is asserted to agree with this formula for 60 boron passes and 10 iron passes. Further assertions cover the boron interior profile, the upper bound on both profiles, the boron deficit per pass, the small-$k$ limit, the late decay and the stationary slope in a finite rod. After ten passes the front retains 34 percent of its boron, while the iron value is $6.5\times10^{-48}$, far below any physically meaningful amount. In a rod ten zone lengths long, boron at the front levels off at about 0.058 of its initial concentration.

## Check in Python

```python
"""Multipass zone refining: why k = 0.8 (boron-like) resists and k = 1e-5 (iron-like) does not.

Result under test, for a long rod of initially uniform concentration C0:
  C_n(0)/C0 = (1-k) * sum_{j>n} (j-n) b_j,   b_j = exp(-k j) (k j)^(j-1) / j!
with late reduction factor per pass rho = k exp(1-k).
k: partition coefficient (solid/liquid); n: number of passes; x: distance from
the front end in zone lengths; L: rod length in zone lengths.
The independent side is a slice-by-slice solute balance of a moving molten zone.
Concentrations are relative to C0 unless a unit is printed.
"""
import math
import numpy as np
from scipy.optimize import brentq
from scipy.special import gammaln

CELLS = 100                 # slices per zone length
H = 1.0 / CELLS


def one_pass(solid, k):
    """Sweep one zone through the rod; return new slice averages and front value."""
    old = solid.tolist()
    total = len(old)
    content = sum(old[:CELLS]) * H
    front = k * content
    t = k * H
    keep = math.exp(-t)
    lost = -math.expm1(-t)
    gain = lost / k
    quick = (t + math.expm1(-t)) / k
    new = np.empty(total)
    for i in range(total - CELLS):
        feed = old[i + CELLS]
        new[i] = (content * lost + feed * quick) / H
        content = content * keep + feed * gain
    # the last zone freezes without new feed: content varies as (remaining length)^k
    remaining = np.linspace(1.0, 0.0, CELLS + 1)
    left = content * remaining**k
    new[total - CELLS:] = (left[:-1] - left[1:]) / H
    return new, front


def simulate(k, length, passes, save=()):
    solid = np.ones(length * CELLS)
    fronts, saved = [], {}
    for n in range(1, passes + 1):
        solid, front = one_pass(solid, k)
        fronts.append(front)
        if n in save:
            saved[n] = solid.copy()
    return np.array(fronts), saved, solid


def front_exact(k, n, extra=4000):
    j = np.arange(n + 1, n + extra + 1, dtype=float)
    log_b = -k * j + (j - 1) * np.log(k * j) - gammaln(j + 1)
    return (1 - k) * float(np.sum((j - n) * np.exp(log_b)))


def profile_exact(k, n, x):
    deficit = 0.0
    for m in range(n):
        q = (math.exp(-k * (x + m)) * k**m * x * (x + m)**(m - 1)
             / math.factorial(m))
        deficit += (1 - front_exact(k, n - m)) * q
    return 1 - deficit


k_b, k_fe = 0.8, 1e-5
L, N = 10, 10
c0 = 1e15                   # cm^-3
rho_b, rho_fe = (k * math.exp(1 - k) for k in (k_b, k_fe))

# Long rods: the tail cannot influence the tested regions
long_b, saved_b, _ = simulate(k_b, 62, 60, save=(1, N))
long_fe, saved_fe, _ = simulate(k_fe, 22, N, save=(N,))
exact_b = np.array([front_exact(k_b, n) for n in range(1, 61)])
exact_fe = np.array([front_exact(k_fe, n) for n in range(1, N + 1)])
assert np.allclose(long_b, exact_b, rtol=1e-3, atol=0)
assert np.allclose(long_fe, exact_fe, rtol=1e-3, atol=0)

# First-pass profile and tenth-pass interior profile
mid = (np.arange(20 * CELLS) + 0.5) * H
first = 1 - (1 - k_b) * np.exp(-k_b * mid)
assert np.allclose(saved_b[1][:len(mid)], first, atol=1e-4)
for place in (1.0, 3.0, 7.0):
    i = round(place * CELLS)
    simulated = 0.5 * (saved_b[N][i - 1] + saved_b[N][i])
    assert abs(simulated - profile_exact(k_b, N, place)) < 1e-3

# Upper bound on the complete profile, away from the tail
for k, rho, prof in ((k_b, rho_b, saved_b[N]), (k_fe, rho_fe, saved_fe[N])):
    right = (np.arange(11 * CELLS) + 1) * H
    bound = rho**N * np.exp((1 - k) * right)
    assert np.all(prof[:len(right)] <= bound)

# Every pass adds (1-k)/k zone-loads to the total deficit of a long rod
capacity_b, capacity_fe = (1 - k_b) / k_b, (1 - k_fe) / k_fe
deficit_b = float(np.sum(1 - saved_b[N][:45 * CELLS]) * H)
assert abs(deficit_b - N * capacity_b) < 1e-6

# Small-k limit, and late decay including the n^(-3/2) factor
small_k = np.array([k_fe**n * (n + 1)**(n - 1) / math.factorial(n)
                    for n in range(1, N + 1)])
assert np.allclose(exact_fe, small_k, rtol=1e-3, atol=0)
late_n = 3000
late_ratio = front_exact(k_b, late_n) / front_exact(k_b, late_n - 1)
assert abs(late_ratio / rho_b - (1 - 1.5 / late_n)) < 5e-5
ratios_b = exact_b / np.r_[1.0, exact_b[:-1]]
assert np.all(np.diff(ratios_b) > 0) and ratios_b[-1] < rho_b

# Finite rod: same early front values, later a floor
rod_b, rod_saved_b, final_b = simulate(k_b, L, 600, save=(N,))
rod_fe, rod_saved_fe, _ = simulate(k_fe, L, N, save=(N,))
assert np.allclose(rod_b[:L], exact_b[:L], rtol=1e-3, atol=0)
assert np.allclose(rod_fe, exact_fe, rtol=1e-3, atol=0)
assert np.all(rod_b[:60] >= long_b * (1 - 1e-9))
assert abs(final_b.mean() - 1) < 1e-8
assert abs(rod_b[-1] / rod_b[-2] - 1) < 1e-9
slope = brentq(lambda s: s / math.expm1(s) - k_b, 1e-6, 5)
measured_slope = math.log(final_b[CELLS] / final_b[0])
assert abs(measured_slope - slope) < 1e-3
floor = rod_b[-1]
floor_estimate = slope * L / math.expm1(slope * L)
assert abs(floor_estimate / floor - 1) < 0.1

tenfold_long = next(n for n in range(1, 500) if front_exact(k_b, n) <= 0.1)
tenfold_rod = int(np.argmax(rod_b <= 0.1)) + 1
assert rod_b[tenfold_rod - 1] <= 0.1
half = L * CELLS // 2
half_b = rod_saved_b[N][:half].mean()
half_fe = rod_saved_fe[N][:half].mean()

print(f"Partition coefficient: boron {k_b:.1f}, iron {k_fe:.0e} (dimensionless)")
print(f"Rod length: {L} zone lengths; initial concentration {c0:.0e} cm^-3")
print(f"Saturation length 1/k: boron {1/k_b:.2f}, iron {1/k_fe:.0f} zone lengths")
print(f"Saturated liquid C/C0: boron {1/k_b:.2f}, iron {1/k_fe:.0f}")
print(f"Capacity per pass: boron {capacity_b:.2f}, iron {capacity_fe:.0f} zone-loads")
print(f"Boron deficit after {N} passes, long rod: {deficit_b:.4f} zone-loads")
print(f"Late factor per pass rho: boron {rho_b:.4f}, iron {rho_fe:.3e}")
print(f"Late loss per pass: boron {100*(1-rho_b):.2f} percent")
print("Front end: pass, boron C/C0, boron factor, iron C/C0")
for n in range(1, N + 1):
    print(f"  {n:2d}  {exact_b[n-1]:.4f}  {ratios_b[n-1]:.4f}  {exact_fe[n-1]:.3e}")
print(f"Naive k^n for boron after {N} passes: {k_b**N:.4f}")
for n in (1, 2, 3, 4):
    print(f"Front after pass {n}: boron {c0*exact_b[n-1]:.3e} cm^-3, "
          f"iron {c0*exact_fe[n-1]:.3e} cm^-3")
print(f"Front boron after {N} passes: {c0*exact_b[N-1]:.3e} cm^-3")
print(f"Mean C/C0 of first half of rod, {N} passes: boron {half_b:.4f}, iron {half_fe:.2e}")
print(f"Boron passes to C/C0 <= 0.1: long rod {tenfold_long}, finite rod {tenfold_rod}")
print(f"Boron front C/C0 after 40 passes: long rod {exact_b[39]:.4f}, "
      f"finite rod {rod_b[39]:.4f}")
print(f"Boron stationary slope B: root {slope:.4f}, simulated {measured_slope:.4f} "
      "per zone length")
print(f"Boron floor C/C0 at front: simulated {floor:.4f}, "
      f"exponential estimate {floor_estimate:.4f}")
print(f"Best boron reduction at front of finite rod: {1/floor:.1f} fold")
print("OK")
```

Output:

```
Partition coefficient: boron 0.8, iron 1e-05 (dimensionless)
Rod length: 10 zone lengths; initial concentration 1e+15 cm^-3
Saturation length 1/k: boron 1.25, iron 100000 zone lengths
Saturated liquid C/C0: boron 1.25, iron 100000
Capacity per pass: boron 0.25, iron 99999 zone-loads
Boron deficit after 10 passes, long rod: 2.5000 zone-loads
Late factor per pass rho: boron 0.9771, iron 2.718e-05
Late loss per pass: boron 2.29 percent
Front end: pass, boron C/C0, boron factor, iron C/C0
   1  0.8000  0.8000  1.000e-05
   2  0.6899  0.8623  1.500e-10
   3  0.6120  0.8872  2.667e-15
   4  0.5516  0.9013  5.208e-20
   5  0.5023  0.9107  1.080e-24
   6  0.4609  0.9175  2.334e-29
   7  0.4252  0.9227  5.201e-34
   8  0.3941  0.9268  1.186e-38
   9  0.3666  0.9302  2.756e-43
  10  0.3421  0.9331  6.497e-48
Naive k^n for boron after 10 passes: 0.1074
Front after pass 1: boron 8.000e+14 cm^-3, iron 1.000e+10 cm^-3
Front after pass 2: boron 6.899e+14 cm^-3, iron 1.500e+05 cm^-3
Front after pass 3: boron 6.120e+14 cm^-3, iron 2.667e+00 cm^-3
Front after pass 4: boron 5.516e+14 cm^-3, iron 5.208e-05 cm^-3
Front boron after 10 passes: 3.421e+14 cm^-3
Mean C/C0 of first half of rod, 10 passes: boron 0.6039, iron 3.42e-33
Boron passes to C/C0 <= 0.1: long rod 34, finite rod 36
Boron front C/C0 after 40 passes: long rod 0.0753, finite rod 0.0888
Boron stationary slope B: root 0.4308, simulated 0.4308 per zone length
Boron floor C/C0 at front: simulated 0.0579, exponential estimate 0.0588
Best boron reduction at front of finite rod: 17.3 fold
OK
```
